# Why PAW one-centre energies need no mesh derivative in force constants: test program

```python
"""
Result under test: a PAW one-centre energy correction dE1 = E1 - E1_smooth
depends on atomic positions only through the occupancies
    rho_ij = sum_n f <psi_n|p_i><p_j|psi_n>,
so forces and force constants need derivatives of rho_ij, but no derivative
of the atom-centred mesh.
Model: one-dimensional periodic cell, atomic units, real plane waves.
  P      smooth density matrix        S, H   overlap and Hamiltonian
  beta   plane-wave/projector overlaps
  q      charge missing from products of smooth partial waves
  D1     first derivative of dE1 with respect to rho
  kappa  second derivative of dE1 with respect to rho
Pair interaction: exp(-x^2/(2 sigma^2)); local energy: -a n^2/(1+n).
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh

# ---------- model parameters (atomic units) ----------
cell, n_wave, n_grid = 12.0, 14, 72
radius, ion_charge, sigma, a_loc = 1.2, 3.0, 1.0, 0.3
n_occ, occ = 2, 2.0
start = np.array([4.1, 7.3])


def e_loc(n):
    return -a_loc * n**2 / (1 + n)


def v_loc(n):
    return -a_loc * (1 - 1 / (1 + n)**2)


def f_loc(n):
    return -2 * a_loc / (1 + n)**3


def pair(x):
    return np.exp(-x**2 / (2 * sigma**2))


# ---------- atom-centred data: no atomic position enters here ----------
u, w = np.polynomial.legendre.leggauss(40)
u, w = radius * u, radius * w
s = Polynomial([0.0, 1 / radius])
cut = 1 - s**2
smooth_waves = [1 - 0.4 * s**2, s * (1 - 0.3 * s**2)]
full_waves = [smooth_waves[0] + 0.3 * cut**3,
              smooth_waves[1] + 0.6 * s * cut**3]
shape = cut**3 / float(w @ (cut**3)(u))
nucleus = cut**8 / float(w @ (cut**8)(u))
shape_u, nucleus_u = shape(u), nucleus(u)


def products(functions):
    return np.array([[(p * r)(u) for r in functions] for p in functions])


full_prod, smooth_prod = products(full_waves), products(smooth_waves)
q = (full_prod - smooth_prod) @ w
t_diff = 0.5 * (products([p.deriv() for p in full_waves])
                - products([p.deriv() for p in smooth_waves])) @ w
pair_u = pair(u[:, None] - u)
projectors = np.array([(cut**3 * p)(u) / (w @ (cut**3 * p * p)(u))
                       for p in smooth_waves])
duality = (projectors * w) @ np.array([p(u) for p in smooth_waves]).T
assert np.allclose(duality, np.eye(2), atol=1e-12)


def local_density(rho, prod):
    return np.einsum('ij,iju->u', rho, prod)


def one_centre(rho):
    """Energy correction dE1 and its derivative D1."""
    n_full = local_density(rho, full_prod)
    n_smooth = local_density(rho, smooth_prod)
    a = n_full - ion_charge * nucleus_u
    b = n_smooth + (np.sum(q * rho) - ion_charge) * shape_u
    va, vb = pair_u @ (w * a), pair_u @ (w * b)
    energy = (np.sum(t_diff * rho) + 0.5 * w @ (a * va - b * vb)
              + w @ (e_loc(n_full) - e_loc(n_smooth)))
    d1 = (t_diff + full_prod @ (w * (va + v_loc(n_full)))
          - smooth_prod @ (w * (vb + v_loc(n_smooth)))
          - q * (w @ (shape_u * vb)))
    return energy, d1


def kappa(rho, drho):
    """Second derivative of dE1 applied to a change drho."""
    n_full = local_density(rho, full_prod)
    n_smooth = local_density(rho, smooth_prod)
    dn_full = local_density(drho, full_prod)
    dn_smooth = local_density(drho, smooth_prod)
    dva = pair_u @ (w * dn_full)
    dvb = pair_u @ (w * (dn_smooth + np.sum(q * drho) * shape_u))
    return (full_prod @ (w * (dva + f_loc(n_full) * dn_full))
            - smooth_prod @ (w * (dvb + f_loc(n_smooth) * dn_smooth))
            - q * (w @ (shape_u * dvb)))


# ---------- common grid and plane waves ----------
h = cell / n_grid
x = h * np.arange(n_grid)
k = 2 * np.pi * np.arange(1, n_wave + 1) / cell


def waves(points, order):
    """Derivative of given order of the real plane waves."""
    arg = np.asarray(points)[:, None] * k + order * np.pi / 2
    const = np.full((len(points), 1), (order == 0) / np.sqrt(cell))
    amp = np.sqrt(2 / cell) * k**order
    return np.hstack([const, amp * np.cos(arg), amp * np.sin(arg)])


basis = waves(x, 0)
kinetic = np.diag(0.5 * np.concatenate([[0.0], k**2, k**2]))
pair_grid = sum(pair(x[:, None] - x + m * cell) for m in range(-2, 3))
modes = 2 * np.pi * np.arange(n_grid // 2) / cell
shape_hat = np.cos(np.outer(modes, u)) @ (w * shape_u)
shape_hat *= np.where(modes == 0, 1.0, 2.0) / cell


def overlap(position, order):
    """Position derivative of the plane-wave/projector overlaps."""
    return waves(position + u, order).T @ (w * projectors).T


def grid_shape(position, order):
    """Position derivative of the compensation shape on the common grid."""
    arg = np.outer(x - position, modes) - order * np.pi / 2
    return np.cos(arg) @ (shape_hat * modes**order)


def grid_density(p):
    return np.sum((basis @ p) * basis, axis=1)


def plus_t(m):
    return m + m.T


def evaluate(p, beta, g):
    """Energy, Hamiltonian and related quantities for density matrix p."""
    n = grid_density(p)
    rho = [b.T @ p @ b for b in beta]
    net = [np.sum(q * r) - ion_charge for r in rho]
    tau = n + sum(c * ga for c, ga in zip(net, g))
    v = h * pair_grid @ tau
    local = [one_centre(r) for r in rho]
    energy = (np.sum(kinetic * p) + 0.5 * h * tau @ v
              + h * np.sum(e_loc(n)) + sum(item[0] for item in local))
    d = [h * (v @ ga) * q + item[1] for ga, item in zip(g, local)]
    ham = kinetic + h * basis.T @ ((v + v_loc(n))[:, None] * basis)
    ham = ham + sum(b @ da @ b.T for b, da in zip(beta, d))
    return SimpleNamespace(P=p, n=n, rho=rho, net=net, v=v, energy=energy,
                           D=d, H=ham, e1=[item[0] for item in local],
                           D1=[item[1] for item in local])


def ground_state(positions):
    beta = [overlap(pos, 0) for pos in positions]
    g = [grid_shape(pos, 0) for pos in positions]
    S = np.eye(len(kinetic)) + sum(b @ q @ b.T for b in beta)
    p = np.zeros_like(S)
    converged = False
    for step in range(4000):
        vec = eigh(evaluate(p, beta, g).H, S)[1][:, :n_occ]
        p_new = occ * vec @ vec.T
        change = np.max(np.abs(p_new - p))
        if change < 1e-12:
            converged = True
            break
        p = p_new if step == 0 else p + 0.2 * (p_new - p)
    assert converged, "self-consistency not reached"
    st = evaluate(p_new, beta, g)
    st.eps, st.C = eigh(st.H, S)
    st.S, st.beta, st.g, st.positions = S, beta, g, positions
    st.W = st.P @ st.H @ st.P / occ
    return st


def explicit_parts(st, atom):
    """Derivatives of rho and S at fixed density matrix."""
    b, b1 = st.beta[atom], overlap(st.positions[atom], 1)
    return b1, plus_t(b1.T @ st.P @ b), plus_t(b1 @ q @ b.T)


def gradient(st, atom):
    """dE/dX without any derivative of the atom-centred mesh."""
    _, rho_x, s_x = explicit_parts(st, atom)
    g1 = grid_shape(st.positions[atom], 1)
    return (np.sum(st.D[atom] * rho_x) + h * (st.v @ g1) * st.net[atom]
            - np.sum(st.W * s_x))


def force_constant(st, kernel_factor=1.0):
    """d2E/dX2 for the first atom from self-consistent linear response."""
    b, b2 = st.beta[0], overlap(st.positions[0], 2)
    b1, rho_x, s_x = explicit_parts(st, 0)
    g1, g2 = (grid_shape(st.positions[0], m) for m in (1, 2))
    c_occ, c_emp = st.C[:, :n_occ], st.C[:, n_occ:]
    e_occ, e_emp = st.eps[:n_occ], st.eps[n_occ:]

    def change(rot):
        """First-order P, rho, potential, D and H for a given rotation."""
        dc = c_emp @ rot - 0.5 * c_occ @ (c_occ.T @ s_x @ c_occ)
        dp = occ * plus_t(dc @ c_occ.T)
        dn = grid_density(dp)
        drho = [ba.T @ dp @ ba for ba in st.beta]
        drho[0] = drho[0] + rho_x
        dtau = dn + st.net[0] * g1
        dtau = dtau + sum(np.sum(q * r) * ga for r, ga in zip(drho, st.g))
        dv = h * pair_grid @ dtau
        dd = [h * (dv @ ga) * q + kernel_factor * kappa(r, dr)
              for ga, r, dr in zip(st.g, st.rho, drho)]
        dd[0] = dd[0] + h * (st.v @ g1) * q
        dh = h * basis.T @ ((dv + f_loc(st.n) * dn)[:, None] * basis)
        dh = dh + sum(ba @ m @ ba.T for ba, m in zip(st.beta, dd))
        dh = dh + plus_t(b1 @ st.D[0] @ b.T)
        return dp, drho, dv, dd, dh

    def new_rotation(rot):
        dh = change(rot)[-1]
        top = c_emp.T @ dh @ c_occ - (c_emp.T @ s_x @ c_occ) * e_occ
        return top / (e_occ[None, :] - e_emp[:, None])

    dims = (len(e_emp), n_occ)
    size = dims[0] * dims[1]
    first = new_rotation(np.zeros(dims)).ravel()
    columns = [new_rotation(unit.reshape(dims)).ravel() - first
               for unit in np.eye(size)]
    rot = np.linalg.solve(np.eye(size) - np.array(columns).T, first)
    dp, drho, dv, dd, dh = change(rot.reshape(dims))
    dw = (plus_t(dp @ st.H @ st.P) + st.P @ dh @ st.P) / occ
    rho_x_change = (plus_t(b2.T @ st.P @ b) + 2 * b1.T @ st.P @ b1
                    + plus_t(b1.T @ dp @ b))
    s_xx = plus_t(b2 @ q @ b.T) + 2 * b1 @ q @ b1.T
    total = (np.sum(dd[0] * rho_x) + np.sum(st.D[0] * rho_x_change)
             + h * (dv @ g1 + st.v @ g2) * st.net[0]
             + h * (st.v @ g1) * np.sum(q * drho[0])
             - np.sum(dw * s_x) - np.sum(st.W * s_xx))
    kernel_part = np.sum(kappa(st.rho[0], drho[0]) * rho_x)
    d1_part = np.sum(st.D1[0] * rho_x_change)
    return total, drho, kernel_part, d1_part


# ---------- self-consistent states and finite differences ----------
delta = 0.01
path = [ground_state(start + np.array([m * delta, 0.0]))
        for m in range(-2, 3)]
state = path[2]
diff1 = np.array([1, -8, 0, 8, -1]) / (12 * delta)
diff2 = np.array([-1, 16, -30, 16, -1]) / (12 * delta**2)
energies = np.array([st.energy for st in path])
grad_fd, const_fd = diff1 @ energies, diff2 @ energies
grad_a, grad_b = gradient(state, 0), gradient(state, 1)
const, drho, kernel_part, d1_part = force_constant(state)
const_no_kernel = force_constant(state, 0.0)[0]
one_centre_grad = np.sum(state.D1[0] * explicit_parts(state, 0)[1])

print("MODEL INPUT")
print(f"cell length {cell:.1f} bohr, augmentation radius {radius:.1f} bohr")
print(f"atom positions A {start[0]:.1f}, B {start[1]:.1f} bohr")
print(f"electrons {n_occ * occ:.0f}, ion charge {ion_charge:.1f} e each")
print(f"interaction range sigma {sigma:.1f} bohr, strength 1 hartree")
print(f"local-energy coefficient a {a_loc:.1f} hartree bohr")
print(f"plane waves {len(kinetic)}, common-grid points {n_grid}")
print(f"atom-centred mesh points {len(u)}")
print(f"q_11 {q[0, 0]:.6f}, q_22 {q[1, 1]:.6f} (dimensionless)")
print("GROUND STATE")
print(f"total energy {state.energy:.8f} hartree")
print("orbital energies 1 to 3 (hartree):",
      " ".join(f"{e:.6f}" for e in state.eps[:3]))
for name, r, e1 in zip("AB", state.rho, state.e1):
    print(f"atom {name}: rho_11 {r[0, 0]:.6f}, rho_12 {r[0, 1]:.6f}, "
          f"rho_22 {r[1, 1]:.6f}")
    print(f"atom {name}: one-centre correction {e1:.8f} hartree")

# ---------- explicit shift at fixed rho: moving density and boundary ------
print("RIGID SHIFT OF ATOM A AT FIXED rho (hartree/bohr)")
rho_a = state.rho[0]


def density_poly(functions):
    return sum((functions[i] * functions[j] * float(rho_a[i, j])
                for i in range(2) for j in range(2)), Polynomial([0.0]))


cases = [("full  ", full_waves, nucleus * (-ion_charge)),
         ("smooth", smooth_waves, shape * float(state.net[0]))]
for name, functions, fixed in cases:
    n = density_poly(functions)
    charge = n + fixed
    kin = density_poly([p.deriv() for p in functions]) * 0.5

    def potential(y):
        return w @ (pair(y - u) * charge(u))

    def edge(y):
        return kin(y) + potential(y) * charge(y) + e_loc(n(y))

    v_u = pair_u @ (w * charge(u))
    moving = -w @ (kin.deriv()(u) + v_u * charge.deriv()(u)
                   + v_loc(n(u)) * n.deriv()(u))
    boundary = edge(radius) - edge(-radius)
    print(f"{name} energy: density term {moving:.8f}, "
          f"boundary term {boundary:.8f}")
    print(f"{name} energy: sum {moving + boundary:.1e}")
    assert abs(moving) > 1e-4 and abs(moving + boundary) < 1e-10

# ---------- a position-dependent external potential breaks the result -----
spring = 0.1
n_full = density_poly(full_waves)


def v_ext(y):
    return 0.5 * spring * (start[0] + y)**2


ext_terms = (-w @ (v_ext(u) * n_full.deriv()(u))
             + v_ext(radius) * n_full(radius)
             - v_ext(-radius) * n_full(-radius))
ext_fd = w @ (n_full(u) * (v_ext(u + delta) - v_ext(u - delta))) / (2 * delta)
assert abs(ext_terms - ext_fd) < 1e-9 and abs(ext_fd) > 1e-3
print(f"external potential c x^2/2, c = {spring:.1f} hartree/bohr^2:")
print(f"  density plus boundary term {ext_terms:.8f}")
print(f"  finite difference          {ext_fd:.8f}")

# ---------- a mesh fixed in space gives a spurious ripple ----------
n_smooth = density_poly(smooth_waves)
print("RIPPLE OF LOCAL-ENERGY CORRECTION, MESH FIXED IN SPACE")
ripples = []
for spacing in (0.4, 0.2, 0.1):
    mesh = spacing * np.arange(-40, 41)
    values = []
    for shift in np.linspace(0, spacing, 9):
        y = mesh - shift
        y = y[np.abs(y) < radius]
        values.append(spacing * np.sum(e_loc(n_full(y)) - e_loc(n_smooth(y))))
    ripples.append(max(values) - min(values))
    print(f"spacing {spacing:.1f} bohr: ripple {ripples[-1]:.2e} hartree")
assert ripples[2] < 0.1 * ripples[0]

# ---------- chain rules for the one-centre energies ----------
print("ONE-CENTRE ENERGIES WHEN ATOM A MOVES (relaxed orbitals)")
for atom, name in enumerate("AB"):
    e1_path = np.array([st.e1[atom] for st in path])
    rho_path = np.array([st.rho[atom] for st in path])
    rho_second = np.tensordot(diff2, rho_path, 1)
    d1, dr = state.D1[atom], drho[atom]
    first = np.sum(d1 * dr)
    second = np.sum(d1 * rho_second) + np.sum(
        dr * kappa(state.rho[atom], dr))
    first_fd, second_fd = diff1 @ e1_path, diff2 @ e1_path
    print(f"atom {name}: first derivative {first:.7f}, "
          f"finite diff. {first_fd:.7f} hartree/bohr")
    print(f"atom {name}: second derivative {second:.6f}, "
          f"finite diff. {second_fd:.6f} hartree/bohr^2")
    assert abs(first - first_fd) < 1e-6
    assert abs(second - second_fd) < 2e-6

# ---------- total force and force constant ----------
print("TOTAL ENERGY DERIVATIVES FOR ATOM A")
print(f"finite-difference step {delta:.2f} bohr")
print(f"force, analytic          {-grad_a:.8f} hartree/bohr")
print(f"force, finite difference {-grad_fd:.8f} hartree/bohr")
print(f"one-centre part of force {-one_centre_grad:.8f} hartree/bohr")
print(f"sum of forces on A and B {-(grad_a + grad_b):.1e} hartree/bohr")
print(f"force constant, response          {const:.7f} hartree/bohr^2")
print(f"force constant, finite difference {const_fd:.7f} hartree/bohr^2")
print(f"one-centre part from kappa {kernel_part:.7f} hartree/bohr^2")
print(f"one-centre part from D1    {d1_part:.7f} hartree/bohr^2")
print(f"force constant without kappa {const_no_kernel:.7f} hartree/bohr^2")
assert abs(grad_a - grad_fd) < 1e-6
assert abs(grad_a + grad_b) < 1e-5
assert abs(const - const_fd) < 2e-6
assert abs(const_no_kernel - const_fd) > 1e-5

print("checks complete")
```

Output:

```
MODEL INPUT
cell length 12.0 bohr, augmentation radius 1.2 bohr
atom positions A 4.1, B 7.3 bohr
electrons 4, ion charge 3.0 e each
interaction range sigma 1.0 bohr, strength 1 hartree
local-energy coefficient a 0.3 hartree bohr
plane waves 29, common-grid points 72
atom-centred mesh points 40
q_11 0.702683, q_22 0.153958 (dimensionless)
GROUND STATE
total energy 2.03112184 hartree
orbital energies 1 to 3 (hartree): -0.967099 -0.860848 -0.154950
atom A: rho_11 0.759687, rho_12 0.001186, rho_22 0.012316
atom A: one-centre correction 0.23804124 hartree
atom B: rho_11 0.759687, rho_12 -0.001186, rho_22 0.012316
atom B: one-centre correction 0.23804124 hartree
RIGID SHIFT OF ATOM A AT FIXED rho (hartree/bohr)
full   energy: density term 0.00088588, boundary term -0.00088588
full   energy: sum 6.4e-15
smooth energy: density term 0.00101250, boundary term -0.00101250
smooth energy: sum 2.6e-18
external potential c x^2/2, c = 0.1 hartree/bohr^2:
  density plus boundary term 0.79466981
  finite difference          0.79466981
RIPPLE OF LOCAL-ENERGY CORRECTION, MESH FIXED IN SPACE
spacing 0.4 bohr: ripple 1.41e-04 hartree
spacing 0.2 bohr: ripple 8.03e-06 hartree
spacing 0.1 bohr: ripple 4.85e-07 hartree
ONE-CENTRE ENERGIES WHEN ATOM A MOVES (relaxed orbitals)
atom A: first derivative 0.0057164, finite diff. 0.0057164 hartree/bohr
atom A: second derivative 0.009028, finite diff. 0.009028 hartree/bohr^2
atom B: first derivative 0.0057164, finite diff. 0.0057164 hartree/bohr
atom B: second derivative 0.009028, finite diff. 0.009028 hartree/bohr^2
TOTAL ENERGY DERIVATIVES FOR ATOM A
finite-difference step 0.01 bohr
force, analytic          0.01606207 hartree/bohr
force, finite difference 0.01606207 hartree/bohr
one-centre part of force -0.00460901 hartree/bohr
sum of forces on A and B 6.9e-16 hartree/bohr
force constant, response          0.1146070 hartree/bohr^2
force constant, finite difference 0.1146070 hartree/bohr^2
one-centre part from kappa -0.0058716 hartree/bohr^2
one-centre part from D1    0.0054716 hartree/bohr^2
force constant without kappa 0.1143041 hartree/bohr^2
checks complete
```
